# Why the p-block ionisation-energy break moves to Pb–Bi in row six: a numerical check

```python
"""Where does the ionisation energy break along a p block row?

Result under test: with Slater parameter F_2 = F^2/25 and spin-orbit parameter
zeta (operator zeta * sum l.s), the smallest step I(n+1)-I(n) lies at p3-p4
for small zeta/F_2 and at p2-p3 above a critical ratio. I(n) is the energy
needed to remove one electron from the ground level of p^n. The configuration
average of I(n) rises by a constant slope s per element.
Row parameters come from a radial Dirac-Kohn-Sham calculation with local
exchange. Atomic units inside the solver, eV in the printed atomic results.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import gammainc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
C = 1.0 / fine_structure
N_EL = np.arange(7)

# ---------- p shell Hamiltonian from its definition (64 Fock states) ----------
lower, parity, unit = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
annihilate = []
for p in range(6):
    op = np.eye(1)
    for q in range(6):
        op = np.kron(op, parity if q < p else lower if q == p else unit)
    annihilate.append(op)


def lift(one_body):
    """One-electron matrix (axis x spin basis) as an operator in Fock space."""
    total = np.zeros((64, 64), dtype=complex)
    for p in range(6):
        for q in range(6):
            if abs(one_body[p, q]) > 1e-14:
                total += one_body[p, q] * annihilate[p].T @ annihilate[q]
    return total


cos_t, w_t = np.polynomial.legendre.leggauss(6)
phi = 2 * np.pi * np.arange(8) / 8
sin_t = np.sqrt(1 - cos_t**2)
direction = np.array([np.outer(sin_t, np.cos(phi)).ravel(),
                      np.outer(sin_t, np.sin(phi)).ravel(),
                      np.outer(cos_t, np.ones(8)).ravel()])
weight = np.repeat(w_t / 2, 8) / 8
quadrupole = 3 * np.einsum("g,ig,jg,ag,bg->ijab", weight, *[direction] * 4)
quadrupole -= np.einsum("ij,ab->ijab", np.eye(3), np.eye(3)) / 3

coulomb = np.zeros((64, 64), dtype=complex)      # in units of F^2
for i in range(3):
    for j in range(3):
        m = np.kron(quadrupole[i, j], unit)
        big = lift(m)
        coulomb += 0.75 * (big @ big - lift(m @ m))
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
l_dot_s = np.zeros((6, 6), dtype=complex)
for k in range(3):
    ang = np.zeros((3, 3), dtype=complex)
    a, b = (k + 1) % 3, (k + 2) % 3
    ang[a, b], ang[b, a] = -1j, 1j
    l_dot_s += np.kron(ang, pauli[k] / 2)
spin_orbit = lift(l_dot_s)
count_el = np.rint(np.diag(lift(np.eye(6))).real).astype(int)
sectors = [np.ix_(count_el == n, count_el == n) for n in N_EL]


def ground_by_diagonalization(f2, zeta):
    h = 25 * f2 * coulomb + zeta * spin_orbit
    return np.array([np.linalg.eigvalsh(h[s])[0] for s in sectors])


def ground_by_formula(f2, zeta):
    e2 = 0.5 * (5*f2 - zeta - np.sqrt((15*f2 + zeta)**2 + 8*zeta**2))
    cubic = [1, 21*f2, 90*f2**2 - 2.25*zeta**2, -24.75*f2*zeta**2]
    e3 = np.roots(cubic).real.min()
    e4 = 0.5 * (-24*f2 - zeta/2 - np.sqrt((6*f2 + zeta/2)**2 + 2*zeta**2))
    return np.array([0, -zeta, e2, e3, e4, -20*f2 - zeta/2, -30*f2])


def relative_to_average(f2, zeta, ground=ground_by_formula):
    return ground(f2, zeta) + N_EL * (N_EL - 1) * f2


def steps(f2, zeta, slope=0.0, ground=ground_by_formula):
    """The five differences I(n+1)-I(n), n = 1..5."""
    shift = -np.diff(relative_to_average(f2, zeta, ground))
    return slope + np.diff(shift)


for n in N_EL:
    block = coulomb[sectors[n]]
    assert abs(25 * np.trace(block).real / len(block) + n * (n - 1)) < 1e-9
    assert abs(np.trace(spin_orbit[sectors[n]])) < 1e-9
for f2, zeta in [(1, 0), (1, 0.3), (1, 2), (1, 5), (1, 9), (0.2, 7), (0, 1)]:
    assert np.allclose(ground_by_diagonalization(f2, zeta),
                       ground_by_formula(f2, zeta), atol=1e-7)
j_same = 37.5 * np.sum(quadrupole[:, :, 0, 0]**2)
j_diff = 37.5 * np.sum(quadrupole[:, :, 0, 0] * quadrupole[:, :, 1, 1])
k_diff = 37.5 * np.sum(quadrupole[:, :, 0, 1]**2)
assert np.allclose([j_same, j_diff, k_diff], [4, -2, 3])
ls_steps = steps(1, 0, ground=ground_by_diagonalization)
assert np.allclose(ls_steps, [3, 3, -12, 3, 3], atol=1e-8)
# Large zeta: remaining error is of order F_2^2/zeta
big_zeta = 1e4
jj_steps = steps(1, big_zeta, ground=ground_by_diagonalization)
jj_steps[1] += 1.5 * big_zeta
assert np.allclose(jj_steps, [-2, 3, 1, -3, 1], atol=0.05)


def step_gap(x):
    d = steps(1, x)
    return d[1] - d[2]


x_crit = brentq(step_gap, 1, 15)
for x in np.linspace(0, 30, 61):
    place = np.argmin(steps(1, x, ground=ground_by_diagonalization))
    assert place == (2 if x < x_crit else 1)


# ---------- radial Dirac-Kohn-Sham solver on a logarithmic grid ----------
def make_grid(z, cells=900, inner=1e-4, box=40.0):
    h = np.log(box * z / inner) / cells
    return inner / z * np.exp(np.arange(2 * cells) * h / 2), h


def dirac_levels(r, h, v, kappa, count, floor):
    """Lowest bound levels and their charge per grid point.

    Large component on even points, small component on odd points."""
    diag = v.copy()
    diag[1::2] -= 2 * C**2
    off = C / (h * np.sqrt(r[:-1] * r[1:]))
    off[0::2] *= -np.exp(-kappa * h / 2)
    off[1::2] *= np.exp(kappa * h / 2)
    first = 1 if kappa > 0 else 0
    for top in (0.0, 0.5):
        e, vec = eigh_tridiagonal(diag[first:], off[first:], select="v",
                                  select_range=(floor, top))
        if len(e) >= count:
            break
    assert len(e) >= count, "a required level is not bound"
    charge = np.zeros((count, len(r)))
    charge[:, first:] = vec[:, :count].T**2
    smooth = [np.convolve(c, [0.25, 0.5, 0.25], "same") for c in charge]
    return e[:count], np.array(smooth)


def multipole_potential(r, q, k):
    a, b = q * r**k, q / r**(k + 1)
    inside = np.cumsum(a) - a / 2
    outside = np.cumsum(b[::-1])[::-1] - b / 2
    return inside / r**(k + 1) + r**k * outside


# closed s, p, d, f shells below the open p shell, for each row
CLOSED = {2: (2, 0, 0, 0), 3: (3, 1, 0, 0), 4: (4, 2, 1, 0),
          5: (5, 3, 2, 0), 6: (6, 4, 3, 1)}


def solve_atom(row, n_p, removed):
    """Atom with n_p open-shell p electrons, of which 'removed' are taken off."""
    z = sum(c * (4 * l + 2) for l, c in enumerate(CLOSED[row])) + n_p
    r, h = make_grid(z)
    screen = 1 / (1 + 0.54 * r * z**(1 / 3) / 0.885)**2
    v = -(1 + (z - 1) * screen) / r
    for _ in range(150):
        q, band, open_p = np.zeros_like(r), 0.0, {}
        for l, closed in enumerate(CLOSED[row]):
            count = closed + (l == 1)
            if count == 0:
                continue
            for kappa in ([l] if l else []) + [-(l + 1)]:
                e, levels = dirac_levels(r, h, v, kappa, count, -float(z)**2)
                occ = np.full(count, 2.0 * abs(kappa))
                if l == 1:
                    occ[-1] = (n_p - removed) * abs(kappa) / 3
                    open_p[kappa] = (e[-1], levels[-1])
                q += occ @ levels
                band += occ @ e
        hartree = multipole_potential(r, q, 0)
        density = q / (h / 2) / (4 * np.pi * r**3)
        exchange = -(3 * density / np.pi)**(1 / 3)
        residual = -z / r + hartree + exchange - v
        if np.max(np.abs(r * residual)) < 3e-5:
            break
        v = v + 0.4 * residual
    else:
        raise AssertionError("self-consistency not reached")
    total = band - q @ (v + z / r) + 0.5 * q @ hartree + 0.75 * q @ exchange
    (e1, q1), (e3, q3) = open_p[1], open_p[-2]
    qp = (q1 + 2 * q3) / 3
    return {"z": z, "total": total * HARTREE_EV,
            "i_av": -(e1 + 2 * e3) / 3 * HARTREE_EV,
            "zeta": 2 / 3 * (e3 - e1) * HARTREE_EV,
            "f2": qp @ multipole_potential(r, qp, 2) / 25 * HARTREE_EV}


def one_electron_energy(z, n, kappa):
    g = np.sqrt(kappa**2 - (z / C)**2)
    return C**2 * (1 / np.sqrt(1 + (z / C / (n - abs(kappa) + g))**2) - 1)


solver_ratio = {}
for z, n in [(7, 2), (83, 6)]:
    r, h = make_grid(z)
    found = {k: dirac_levels(r, h, -z / r, k, n - 1, -float(z)**2)
             for k in (1, -2)}
    numeric = found[-2][0][-1] - found[1][0][-1]
    exact = one_electron_energy(z, n, -2) - one_electron_energy(z, n, 1)
    solver_ratio[z] = numeric / exact
    assert abs(solver_ratio[z] - 1) < 0.01       # grid error, second order in h
    if z == 7:
        q2p = found[-2][1][-1]
        slater_grid = q2p @ multipole_potential(r, q2p, 2)
        slater_quad = z * quad(lambda s: 2.5 * s * np.exp(-s)
                               * gammainc(7, s), 0, 60)[0]
        assert abs(slater_grid / slater_quad - 1) < 0.01

# ---------- atoms ----------
SYMBOL = {6: "C", 7: "N", 14: "Si", 15: "P", 32: "Ge", 33: "As",
          50: "Sn", 51: "Sb", 82: "Pb", 83: "Bi"}
atoms = {(row, n): solve_atom(row, n, 0.5) for row in CLOSED for n in (2, 3)}
p_diff = solve_atom(3, 3, 1.0)["total"] - solve_atom(3, 3, 0.0)["total"]
p_half = atoms[3, 3]["i_av"]
assert abs(p_diff - p_half) < 0.15   # half-occupation rule: third-order error

print("Pair terms / F_2: J_aa %.0f, J_ab %.0f, K_ab %.0f"
      % (j_same, j_diff, k_diff))
print("Steps minus s, zeta=0 (F_2):", np.round(ls_steps, 3) + 0.0)
print("Large zeta, 1.5 zeta added to p2-p3 (F_2):", np.round(jj_steps, 2))
print("Critical ratio zeta/F_2 = %.3f" % x_crit)
print("Both steps there, minus s = %.3f F_2" % steps(1, x_crit)[1])
print("Solver/exact splitting: Z=7 2p %.5f, Z=83 6p %.5f"
      % (solver_ratio[7], solver_ratio[83]))
print("P average ionisation: half-occupation %.3f eV, total energies %.3f eV"
      % (p_half, p_diff))
print("Atom: I_av, F_2, zeta (eV), zeta/F_2")
for key, at in atoms.items():
    print("  %-2s %7.3f %7.4f %8.4f %7.3f" % (SYMBOL[at["z"]], at["i_av"],
          at["f2"], at["zeta"], at["zeta"] / at["f2"]))
print("Row: s, then steps p1-p2, p2-p3, p3-p4, p4-p5, p5-p6 (eV)")
for row in CLOSED:
    at = atoms[row, 3]
    slope = at["i_av"] - atoms[row, 2]["i_av"]
    d = steps(at["f2"], at["zeta"], slope, ground_by_diagonalization)
    print("  %d %6.3f |" % (row, slope), " ".join("%6.3f" % t for t in d))
    assert np.argmin(d) == (1 if row == 6 else 2)
    assert (at["zeta"] / at["f2"] > x_crit) == (row == 6)

bi, nitrogen = atoms[6, 3], atoms[2, 3]
slope6 = bi["i_av"] - atoms[6, 2]["i_av"]
no_so = steps(bi["f2"], 0.0, slope6, ground_by_diagonalization)
no_f2 = steps(0.0, bi["zeta"], slope6, ground_by_diagonalization)
assert np.argmin(no_so) == 2 and np.argmin(no_f2) == 1
print("Row 6 steps with zeta=0 (eV):", np.round(no_so, 3))
print("Row 6 steps with F_2=0 (eV):", np.round(no_f2, 3))
print("Bi parameters, E_n for n=0..6 (eV):",
      " ".join("%.3f" % t for t in ground_by_formula(bi["f2"], bi["zeta"])))
print("Bi parameters, e_n for n=0..6 (eV):",
      " ".join("%.3f" % t for t in relative_to_average(bi["f2"], bi["zeta"])))
zeta_growth = bi["zeta"] / nitrogen["zeta"]
f2_change = bi["f2"] / nitrogen["f2"]
assert zeta_growth > 30 and 0.2 < f2_change < 1
print("Bi/N ratios: zeta %.1f, F_2 %.3f" % (zeta_growth, f2_change))
print("Ionisation energies, each atom with its own parameters (eV)")
for row in CLOSED:
    own = []
    for n in (2, 3):
        at = atoms[row, n]
        e = relative_to_average(at["f2"], at["zeta"], ground_by_diagonalization)
        own.append(at["i_av"] + e[n - 1] - e[n])
    print("  %-2s %.3f  %-2s %.3f  step %.3f"
          % (SYMBOL[atoms[row, 2]["z"]], own[0],
             SYMBOL[atoms[row, 3]["z"]], own[1], own[1] - own[0]))
print("every check passed")
```

It prints:

```
Pair terms / F_2: J_aa 4, J_ab -2, K_ab 3
Steps minus s, zeta=0 (F_2): [  3.   3. -12.   3.   3.]
Large zeta, 1.5 zeta added to p2-p3 (F_2): [-2.  3.  1. -3.  1.]
Critical ratio zeta/F_2 = 4.955
Both steps there, minus s = -4.621 F_2
Solver/exact splitting: Z=7 2p 0.99994, Z=83 6p 0.99999
P average ionisation: half-occupation 8.590 eV, total energies 8.660 eV
Atom: I_av, F_2, zeta (eV), zeta/F_2
  C    9.590  0.2733   0.0067   0.024
  N   12.227  0.3264   0.0142   0.043
  Si   6.696  0.1847   0.0240   0.130
  P    8.590  0.2153   0.0398   0.185
  Ge   6.516  0.1831   0.1421   0.776
  As   8.129  0.2060   0.2025   0.983
  Sn   6.041  0.1664   0.3350   2.013
  Sb   7.399  0.1840   0.4486   2.438
  Pb   5.899  0.1613   1.0770   6.678
  Bi   7.186  0.1766   1.3881   7.858
Row: s, then steps p1-p2, p2-p3, p3-p4, p4-p5, p5-p6 (eV)
  2  2.638 |  3.603  3.603 -1.258  3.610  3.610
  3  1.894 |  2.501  2.498 -0.630  2.519  2.520
  4  1.613 |  2.053  1.992 -0.543  2.113  2.145
  5  1.358 |  1.583  1.295 -0.133  1.617  1.758
  6  1.287 |  1.225 -0.373  0.900  1.036  1.562
Row 6 steps with zeta=0 (eV): [ 1.816  1.816 -0.833  1.816  1.816]
Row 6 steps with F_2=0 (eV): [ 1.287 -0.796  1.287  1.287  1.287]
Bi parameters, E_n for n=0..6 (eV): 0.000 -1.388 -3.068 -3.442 -3.783 -4.227 -5.299
Bi parameters, e_n for n=0..6 (eV): 0.000 -1.388 -2.715 -2.382 -1.663 -0.694 0.000
Bi/N ratios: zeta 97.8, F_2 0.541
Ionisation energies, each atom with its own parameters (eV)
  C  10.409  N  14.172  step 3.762
  Si 7.250  P  9.841  step 2.591
  Ge 7.080  As 9.152  step 2.072
  Sn 6.617  Sb 8.008  step 1.391
  Pb 6.954  Bi 6.853  step -0.101
every check passed
```
